# Why Hot Buckingham Melts Can Collapse and How a Splice Prevents It: a numerical check

```python
"""
Result under test: the Buckingham pair energy
    V(r) = A exp(-r/rho) - C/r^6 - K/r        (cation-anion pair)
falls without limit as r -> 0 behind a finite barrier. Hot classical ions cross
that barrier at the rate  flux over the tops / population of the well, and a
short-range splice  shift + strength/r^n  matched outside the barrier top in
value, slope and curvature removes the fall.
Symbols: r distance (nm), A (eV), rho (nm), C (eV nm^6), K Coulomb strength
(eV nm), half = cation-anion distance in a cage cation-anion-cation (nm),
x = displacement of the anion along the line (nm), time in ps, T in K.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import trapezoid
from scipy.optimize import brentq, minimize_scalar
from scipy.special import lambertw

A, RHO, C = 4000.0, 0.027, 1.0e-4
Q_CATION, Q_ANION = 2.4, -1.2
HALF = 0.21
R_SPLICE = 0.15
MASS_U = 16.0
T_HOT, T_HOTTER, T_COOL, T_ROOM = 6000.0, 8000.0, 2000.0, 300.0
N_ANIONS, HOLD_PS = 500, 20.0

COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9      # eV nm
K = COULOMB * abs(Q_CATION * Q_ANION)
KB = const.k / const.e                                       # eV/K
MASS = MASS_U * const.atomic_mass * 1e6 / const.e            # eV ps^2/nm^2


def short_energy(r):
    return A * np.exp(-r / RHO) - C / r**6


def short_force(r):
    inv = 1.0 / r
    inv2 = inv * inv
    return A / RHO * np.exp(-r / RHO) - 6 * C * inv2 * inv2 * inv2 * inv


def splice_constants(rs):
    force = short_force(rs)
    curvature = A / RHO**2 * np.exp(-rs / RHO) - 42 * C / rs**8
    n = rs * curvature / force - 1
    strength = force * rs**(n + 1) / n
    shift = short_energy(rs) - strength * rs**(-n)
    return n, strength, shift


N_POW, STRENGTH, SHIFT = splice_constants(R_SPLICE)


def inner_energy(r):
    return SHIFT + STRENGTH * r**(-N_POW)


def pair_energy(r, spliced=False):
    s = short_energy(r)
    if spliced:
        s = np.where(r < R_SPLICE, inner_energy(r), s)
    return s - K / r


def pair_force(r, spliced=False):
    f = short_force(r)
    if spliced:
        close = r < R_SPLICE
        f[close] = N_POW * STRENGTH * r[close]**(-N_POW - 1)
    return f - K / (r * r)


def line_energy(x, half=HALF, spliced=False):
    return pair_energy(half - x, spliced) + pair_energy(half + x, spliced)


def crowded_energy(x):
    """Line energy plus Coulomb repulsion of five more anions per cation."""
    total = line_energy(x)
    for d in (HALF - x, HALF + x):
        total = total + COULOMB * Q_ANION**2 * (
            4 / np.sqrt(HALF**2 + d**2) + 1 / (HALF + d))
    return total


def find_barrier(energy, half):
    """Distance to the near cation at the top, and height above the well."""
    x = np.linspace(0, half - 0.08, 4001)
    e = energy(x)
    i = int(np.argmax(e))
    assert 0 < i < len(x) - 1
    best = minimize_scalar(lambda y: -energy(y), bounds=(x[i-1], x[i+1]),
                           method="bounded", options={"xatol": 1e-10})
    return half - best.x, -best.fun - e[:i].min()


def escape_rate(temp, energy, r_top):
    """Two-sided flux over the tops divided by the well population, 1/ps."""
    x = np.linspace(-(HALF - r_top), HALF - r_top, 4001)
    e = energy(x)
    e = e - e.min()
    kt = KB * temp
    flux = 2 * np.sqrt(kt / (2 * np.pi * MASS)) * np.exp(-e[-1] / kt)
    return flux / trapezoid(np.exp(-e / kt), x)


# ---- limit at short distance, for either sign of the charge product ----
r_, a_, p_, c_ = sp.symbols("r a p c", positive=True)
z_ = sp.symbols("z", real=True)
v_ = a_ * sp.exp(-r_ / p_) - c_ / r_**6 + z_ / r_
assert sp.simplify(sp.limit(sp.expand(r_**6 * v_), r_, 0, "+") + c_) == 0

# ---- uncharged stationary points: Lambert formula against the energy ----
g = 6 * C / (A * RHO**6)
g_limit = 7**7 * np.exp(-7)
assert g < g_limit
arg = -g**(1 / 7) / 7
r_top_bare = -7 * RHO * lambertw(arg, 0).real
r_well_bare = -7 * RHO * lambertw(arg, -1).real
num_top = minimize_scalar(lambda r: -short_energy(r), bounds=(0.09, 0.18),
                          method="bounded", options={"xatol": 1e-10}).x
num_well = minimize_scalar(short_energy, bounds=(0.2, 0.4),
                           method="bounded", options={"xatol": 1e-10}).x
assert abs(num_top - r_top_bare) < 1e-6
assert abs(num_well - r_well_bare) < 1e-6

# ---- charged pair: two stationary points or none, on random parameters ----
rng = np.random.default_rng(7)
xs = np.geomspace(0.3, 60, 6000)
seen = set()
for _ in range(400):
    gr = 10**rng.uniform(0, 3.3)
    hr = 10**rng.uniform(-3, 0)
    u = np.exp(-xs) - gr / (6 * xs**6) - hr / xs
    turns = int(np.sum(np.diff(np.sign(np.diff(u))) != 0))
    peak = np.max(xs**7 * np.exp(-xs) - hr * xs**5)
    if abs(peak / gr - 1) > 0.01:
        assert turns == (2 if peak > gr else 0)
        seen.add(turns)
assert seen == {0, 2}

# ---- charged pair of the example ----
r_top_pair = minimize_scalar(lambda r: -pair_energy(r), bounds=(0.11, 0.145),
                             method="bounded", options={"xatol": 1e-10}).x
r_well_pair = minimize_scalar(pair_energy, bounds=(0.145, 0.20),
                              method="bounded", options={"xatol": 1e-10}).x
h = K / (A * RHO)
for r in (r_top_pair, r_well_pair):
    q = r / RHO
    assert abs((q**7 * np.exp(-q) - h * q**5) / g - 1) < 1e-4
pair_barrier = pair_energy(r_top_pair) - pair_energy(r_well_pair)

# ---- forces against finite differences of the energies ----
test_r = np.array([0.11, 0.13, 0.149, 0.17, 0.21, 0.30])
step = 1e-6
for flag in (False, True):
    slope = (pair_energy(test_r + step, flag)
             - pair_energy(test_r - step, flag)) / (2 * step)
    assert np.allclose(-slope, pair_force(test_r, flag), rtol=1e-5, atol=1e-4)

# ---- splice: smooth join, repulsive everywhere inside ----
step = 1e-5
for order in (0, 1, 2):
    values = []
    for fun in (short_energy, inner_energy):
        lo, mid, hi = (fun(R_SPLICE + j * step) for j in (-1, 0, 1))
        values.append((mid, (hi - lo) / (2 * step),
                       (hi - 2 * mid + lo) / step**2)[order])
    assert abs(values[0] / values[1] - 1) < 1e-4
assert N_POW > 1 and r_top_pair < R_SPLICE < r_well_pair
inside = np.linspace(0.002, R_SPLICE, 20000)
assert np.all(np.diff(pair_energy(inside, True)) < 0)
assert np.any(np.diff(pair_energy(inside)) > 0)
# a splice placed inside the barrier top still lets the pair fall in
bad_r = 0.12
bad_n, bad_strength, bad_shift = splice_constants(bad_r)
bad_close = bad_shift + bad_strength * 0.005**(-bad_n) - K / 0.005
assert bad_r < r_top_pair and bad_close < pair_energy(bad_r)
r_splice_min = brentq(lambda r: splice_constants(r)[0] - 1, 0.14, 0.16)

# ---- cage barrier and rates ----
r_top, barrier = find_barrier(line_energy, HALF)
assert barrier > pair_barrier
rate = {t: escape_rate(t, line_energy, r_top)
        for t in (T_HOT, T_HOTTER, T_COOL, T_ROOM)}


def onset_temperature(energy, top):
    return brentq(lambda t: np.log(N_ANIONS * HOLD_PS
                                   * escape_rate(t, energy, top)), 800, 20000)


t_onset = onset_temperature(line_energy, r_top)


# ---- Langevin trajectories of independent anions in cages ----
def collapse_count(temp, time_ps, spliced, seed, number=4000):
    gen = np.random.default_rng(seed)
    dt, friction = 0.0005, 20.0
    kt = KB * temp
    grid = np.linspace(-(HALF - r_top), HALF - r_top, 4001)
    e = line_energy(grid, HALF, spliced)
    weight = np.exp(-(e - e.min()) / kt)
    cdf = np.concatenate(([0], np.cumsum((weight[1:] + weight[:-1]) / 2)))
    x = np.interp(gen.random(number), cdf / cdf[-1], grid)
    thermal = np.sqrt(kt / MASS)
    v = thermal * gen.standard_normal(number)
    keep = np.exp(-friction * dt)
    kick = np.sqrt(1 - keep**2) * thermal
    limit = HALF - (r_top - 0.015)          # well past the barrier top

    def acceleration(y):
        return (pair_force(HALF + y, spliced)
                - pair_force(HALF - y, spliced)) / MASS

    acc = acceleration(x)
    for _ in range(int(round(time_ps / dt))):
        v = v + 0.5 * dt * acc
        x = x + 0.5 * dt * v
        v = keep * v + kick * gen.standard_normal(len(x))
        x = x + 0.5 * dt * v
        alive = np.abs(x) < limit
        if not alive.all():
            x, v = x[alive], v[alive]
        acc = acceleration(x)
        v = v + 0.5 * dt * acc
    return number - len(x)


N_RUN = 4000
hot_time, hotter_time = 6.0, 2.0
lost_hot = collapse_count(T_HOT, hot_time, False, 11)
lost_hotter = collapse_count(T_HOTTER, hotter_time, False, 12)
lost_cool = collapse_count(T_COOL, hot_time, False, 13)
lost_spliced = collapse_count(T_HOT, hot_time, True, 11)
sim_hot = -np.log(1 - lost_hot / N_RUN) / hot_time
sim_hotter = -np.log(1 - lost_hotter / N_RUN) / hotter_time
# the flux rate ignores recrossing and slow energy supply, so it is an upper
# estimate; the upper margin allows for counting noise of a few hundred events
assert 0.6 < sim_hot / rate[T_HOT] < 1.2
assert 0.6 < sim_hotter / rate[T_HOTTER] < 1.2
assert lost_cool == 0 and lost_spliced == 0


# ---- how often the splice region is visited ----
def share_inside_splice(temp):
    x = np.linspace(-(HALF - r_top), HALF - r_top, 40001)
    e = line_energy(x, HALF, True)
    w = np.exp(-(e - e.min()) / (KB * temp))
    return trapezoid(np.where(np.abs(x) > HALF - R_SPLICE, w, 0), x) \
        / trapezoid(w, x)


# ---- neglected effect: motion off the line ----
def offline_factor(temp):
    kt = KB * temp
    e0 = line_energy(0.0)
    x = np.linspace(-HALF, HALF, 841)
    s = np.linspace(0, 0.15, 301)
    xx, ss = np.meshgrid(x, s, indexing="ij")
    d1, d2 = np.hypot(HALF - xx, ss), np.hypot(HALF + xx, ss)
    outside = (d1 > r_top) & (d2 > r_top)
    e = pair_energy(np.maximum(d1, r_top)) + pair_energy(np.maximum(d2, r_top))
    w = np.where(outside, np.exp(-(e - e0) / kt), 0) * 2 * np.pi * ss
    volume = trapezoid(trapezoid(w, s, axis=1), x)
    angle = np.linspace(0, np.pi / 2, 4001)
    far = np.sqrt(4 * HALF**2 + r_top**2 - 4 * HALF * r_top * np.cos(angle))
    de = pair_energy(far) - pair_energy(2 * HALF - r_top)
    surface = trapezoid(2 * np.pi * r_top**2 * np.sin(angle)
                        * np.exp(-de / kt), angle)
    xl = np.linspace(-(HALF - r_top), HALF - r_top, 4001)
    line = trapezoid(np.exp(-(line_energy(xl) - e0) / kt), xl)
    return surface * line / volume


far_top = 2 * HALF - r_top
stiff_well = -2 * pair_force(HALF) / HALF
stiff_top = -pair_force(far_top) * 2 * HALF / (r_top * far_top)
assert abs(offline_factor(T_ROOM) / (stiff_well / stiff_top) - 1) < 0.05

# ---- neglected effects: cage size and neighbouring anions ----
tight = find_barrier(lambda x: line_energy(x, HALF - 0.01), HALF - 0.01)[1]
loose = find_barrier(lambda x: line_energy(x, HALF + 0.01), HALF + 0.01)[1]
r_top_crowd, barrier_crowd = find_barrier(crowded_energy, HALF)
rate_crowd = escape_rate(T_HOT, crowded_energy, r_top_crowd)
t_onset_crowd = onset_temperature(crowded_energy, r_top_crowd)

print(f"A = {A:.0f} eV, rho = {RHO} nm, C = {C:.1e} eV nm^6")
print(f"charges {Q_CATION:+.1f}, {Q_ANION:+.1f} e; K = {K:.4f} eV nm")
print(f"cation-anion distance {HALF} nm, anion mass {MASS_U:.0f} u")
print("r (nm): exponential, -C/r^6, -K/r, total (eV)")
for r in (0.21, r_top_pair, 0.10, 0.05):
    print(f"  {r:.4f}: {A*np.exp(-r/RHO):.2f}, {-C/r**6:.2f}, "
          f"{-K/r:.2f}, {pair_energy(r):.2f}")
print(f"g = {g:.1f}, limit 7^7 e^-7 = {g_limit:.1f}, h = {h:.5f}")
print(f"uncharged: top {r_top_bare:.4f} nm, well {r_well_bare:.4f} nm")
print(f"charged pair: top {r_top_pair:.4f} nm, well {r_well_pair:.4f} nm")
print(f"isolated charged pair barrier = {pair_barrier:.3f} eV")
print(f"cage: top at {r_top:.4f} nm, barrier = {barrier:.3f} eV")
for t in (T_HOTTER, T_HOT, T_COOL, T_ROOM):
    print(f"T = {t:.0f} K: kT = {KB*t:.4f} eV, flux rate = {rate[t]:.3e} /ps")
print(f"expected collapses, {N_ANIONS} anions, {HOLD_PS:.0f} ps, "
      f"{T_HOT:.0f} K = {N_ANIONS*HOLD_PS*rate[T_HOT]:.1f}")
print(f"same at {T_COOL:.0f} K = {N_ANIONS*HOLD_PS*rate[T_COOL]:.2e}")
print(f"temperature for one expected collapse = {t_onset:.0f} K")
print(f"trajectories per run = {N_RUN}")
print(f"raw {T_HOT:.0f} K, {hot_time:.0f} ps: {lost_hot} collapsed, "
      f"rate {sim_hot:.3e} /ps, ratio to flux {sim_hot/rate[T_HOT]:.2f}")
print(f"raw {T_HOTTER:.0f} K, {hotter_time:.0f} ps: {lost_hotter} collapsed, "
      f"rate {sim_hotter:.3e} /ps, ratio {sim_hotter/rate[T_HOTTER]:.2f}")
print(f"raw {T_COOL:.0f} K, {hot_time:.0f} ps: {lost_cool} collapsed")
print(f"spliced {T_HOT:.0f} K, {hot_time:.0f} ps: {lost_spliced} collapsed")
print(f"splice radius {R_SPLICE} nm: n = {N_POW:.4f}")
print(f"  strength = {STRENGTH:.5e} eV nm^n, shift = {SHIFT:.4f} eV")
print(f"  short-range force there = {short_force(R_SPLICE):.2f} eV/nm")
print(f"  Coulomb pull there = {K/R_SPLICE**2:.2f} eV/nm")
print(f"smallest splice radius with n > 1 = {r_splice_min:.4f} nm")
print(f"spliced pair energy at 0.05 nm = {float(pair_energy(0.05, True)):.1f} eV")
print(f"misplaced splice at {bad_r} nm: n = {bad_n:.1f}")
print(f"share of anions inside splice radius, {T_HOT:.0f} K = "
      f"{share_inside_splice(T_HOT):.2e}")
print(f"same at {T_ROOM:.0f} K = {share_inside_splice(T_ROOM):.1e}")
print(f"off-line motion multiplies the {T_HOT:.0f} K rate by "
      f"{offline_factor(T_HOT):.2f}")
print(f"barrier at distance {HALF-0.01:.2f} nm = {tight:.2f} eV, "
      f"at {HALF+0.01:.2f} nm = {loose:.2f} eV")
print(f"with neighbouring anions: barrier = {barrier_crowd:.2f} eV")
print(f"  rate at {T_HOT:.0f} K = {rate_crowd:.2e} /ps, expected collapses = "
      f"{N_ANIONS*HOLD_PS*rate_crowd:.1f}")
print(f"  temperature for one expected collapse = {t_onset_crowd:.0f} K")
print("all good")
```

Output:

```
A = 4000 eV, rho = 0.027 nm, C = 1.0e-04 eV nm^6
charges +2.4, -1.2 e; K = 4.1471 eV nm
cation-anion distance 0.21 nm, anion mass 16 u
r (nm): exponential, -C/r^6, -K/r, total (eV)
  0.2100: 1.68, -1.17, -19.75, -19.24
  0.1300: 32.40, -20.69, -31.89, -20.18
  0.1000: 98.53, -100.00, -41.47, -42.94
  0.0500: 627.79, -6400.00, -82.94, -5855.16
g = 387.2, limit 7^7 e^-7 = 751.0, h = 0.03840
uncharged: top 0.1182 nm, well 0.2836 nm
charged pair: top 0.1300 nm, well 0.1636 nm
isolated charged pair barrier = 1.037 eV
cage: top at 0.1265 nm, barrier = 4.003 eV
T = 8000 K: kT = 0.6894 eV, flux rate = 7.014e-02 /ps
T = 6000 K: kT = 0.5170 eV, flux rate = 9.829e-03 /ps
T = 2000 K: kT = 0.1723 eV, flux rate = 1.690e-09 /ps
T = 300 K: kT = 0.0259 eV, flux rate = 1.076e-66 /ps
expected collapses, 500 anions, 20 ps, 6000 K = 98.3
same at 2000 K = 1.69e-05
temperature for one expected collapse = 3781 K
trajectories per run = 4000
raw 6000 K, 6 ps: 189 collapsed, rate 8.067e-03 /ps, ratio to flux 0.82
raw 8000 K, 2 ps: 411 collapsed, rate 5.421e-02 /ps, ratio 0.77
raw 2000 K, 6 ps: 0 collapsed
spliced 6000 K, 6 ps: 0 collapsed
splice radius 0.15 nm: n = 2.2662
  strength = 1.99142e-01 eV nm^n, shift = -7.9808 eV
  short-range force there = 221.56 eV/nm
  Coulomb pull there = 184.32 eV/nm
smallest splice radius with n > 1 = 0.1431 nm
spliced pair energy at 0.05 nm = 85.9 eV
misplaced splice at 0.12 nm: n = -62.1
share of anions inside splice radius, 6000 K = 2.86e-03
same at 300 K = 4.2e-37
off-line motion multiplies the 6000 K rate by 1.08
barrier at distance 0.20 nm = 4.24 eV, at 0.22 nm = 3.59 eV
with neighbouring anions: barrier = 5.39 eV
  rate at 6000 K = 8.05e-04 /ps, expected collapses = 8.0
  temperature for one expected collapse = 5004 K
all good
```
